# Silicon gap narrowing and the conduction offset of a gate oxide

## The problem

A thick silicon crystal carries a gate oxide. The silicon gap follows the Varshni law

$$E_{\rm Si}(T)=E_0-\frac{aT^2}{T+b},$$

with $E_0=1.17$ eV, $a=0.000473$ eV/K and $b=636$ K. The interface is heated from $T_1=300$ K to $T_2=400$ K. The valence offset and the oxide gap are taken not to change. In which direction does the conduction offset move, and by how many meV?

Both offsets are counted positive when they are barriers to carriers in the silicon. With $E_c$ and $E_v$ for the conduction and valence edges at the interface,

$$\Delta_c=E_c^{\rm ox}-E_c^{\rm Si},\qquad \Delta_v=E_v^{\rm Si}-E_v^{\rm ox}.$$

## A tempting solution

The Varshni law gives the two silicon gaps:

$$E_{\rm Si}(300)=1.17-\frac{0.000473\times 90000}{936}=1.12452\ \text{eV},$$

$$E_{\rm Si}(400)=1.17-\frac{0.000473\times 160000}{1036}=1.09695\ \text{eV}.$$

The gap has narrowed by 27.57 meV. A gap closes from both sides, so the conduction edge comes down by half of this and the valence edge goes up by the other half. The oxide gap is fixed, so the oxide edges stay where they are. The electron barrier therefore grows by half the narrowing, about 14 meV.

## Where it fails

The two gaps are right, and so is the direction. The fault is the equal division. If the silicon valence edge rises by 14 meV while the oxide valence edge stays in place, then $\Delta_v$ grows by 14 meV. The problem states that $\Delta_v$ does not change.

The silicon gap alone cannot say how its narrowing is divided between the two edges. A gap is a difference of two energies and carries no information about their position relative to the oxide. That information comes from the condition on the valence offset, which the tempting solution replaced with an assumption of symmetry.

## The right solution

Add the two offsets and group the edges by material:

$$\Delta_c+\Delta_v=\left(E_c^{\rm ox}-E_v^{\rm ox}\right)-\left(E_c^{\rm Si}-E_v^{\rm Si}\right)=E_{\rm ox}-E_{\rm Si},$$

where $E_{\rm ox}$ is the oxide gap. Hence

$$\Delta_c=E_{\rm ox}-E_{\rm Si}-\Delta_v .$$

A shift common to all four edges has dropped out, so no absolute energy scale is needed. An interface dipole, which moves the oxide edges together relative to the silicon edges, enters through $\Delta_v$.

Let $\delta$ denote the value at $T_2$ minus the value at $T_1$. Then

$$\delta\Delta_c=\delta E_{\rm ox}-\delta E_{\rm Si}-\delta\Delta_v .$$

The first and last terms vanish by the conditions of the problem. What remains is

$$\delta\Delta_c=-\delta E_{\rm Si}=E_{\rm Si}(T_1)-E_{\rm Si}(T_2)=1.12452-1.09695=0.02757\ \text{eV}.$$

The conduction offset rises by 28 meV. With the silicon valence edge pinned relative to the oxide, the whole narrowing appears as a descent of the silicon conduction edge. An electron at that edge then has farther to climb to the oxide conduction edge.

## The shift in one formula

Subtracting two nearly equal gaps hides how the result depends on temperature. To expose it, write $T^2=(T+b)(T-b)+b^2$ and divide by $T+b$:

$$\frac{T^2}{T+b}=T-b+\frac{b^2}{T+b}.$$

The constant $-b$ cancels between the two temperatures, so

$$\delta\Delta_c=a\left[T_2-T_1+\frac{b^2}{T_2+b}-\frac{b^2}{T_1+b}\right].$$

Over a common denominator the two fractions combine to $-b^2(T_2-T_1)/[(T_1+b)(T_2+b)]$, and

$$\delta\Delta_c=a(T_2-T_1)\left[1-\frac{b^2}{(T_1+b)(T_2+b)}\right].$$

Here $a(T_2-T_1)=47.3$ meV and the bracket is 0.58286, which again gives 27.57 meV.

The bracket has two simple limits. When both temperatures are far above $b$ it tends to 1, so $a$ is the high-temperature narrowing rate of the formula. When both are far below $b$, expansion to first order in $T/b$ gives $(T_1+T_2)/b$, and the shift becomes $a(T_2^2-T_1^2)/b$. The interval from 300 to 400 K belongs to neither limit. Using $a$ itself as the rate would give 47 meV, too large by about 70% of the correct shift.

A better straight-line estimate uses the local rate. Differentiating the divided form gives

$$-\frac{dE_{\rm Si}}{dT}=a\left[1-\frac{b^2}{(T+b)^2}\right]=\frac{aT(T+2b)}{(T+b)^2}.$$

This is 0.2546 meV/K at 300 K and 0.2947 meV/K at 400 K. Its own derivative, $2ab^2/(T+b)^3$, is positive, so the rate grows throughout the interval. The shift is the integral of the rate, and it must lie between the estimates made with the two end rates:

$$25.46\ \text{meV}<27.57\ \text{meV}<29.47\ \text{meV}.$$

## When the two conditions are relaxed

Let $N=E_{\rm Si}(T_1)-E_{\rm Si}(T_2)$ be the silicon narrowing. Take the oxide valence edge as reference, and suppose that a share $s$ of $N$ appears as a rise of the silicon valence edge. Then $\delta\Delta_v=sN$. Suppose also that the oxide gap narrows at a mean rate $r$, so that $\delta E_{\rm ox}=-r(T_2-T_1)$. With $\delta E_{\rm Si}=-N$, the general balance becomes

$$\delta\Delta_c=-r(T_2-T_1)+N-sN=(1-s)N-r(T_2-T_1).$$

For $s=0.5$ and $r=0$ this gives 13.78 meV. The tempting solution therefore answers a different problem, one in which the valence offset grows with temperature.

For $s=0$ and a trial rate $r=0.5$ meV/K, the oxide conduction edge descends by 50 meV while the silicon edge descends by 27.57 meV. The offset then falls by 22.43 meV. The sign changes at

$$r=\frac{N}{T_2-T_1}=0.2757\ \text{meV/K}.$$

This is the mean narrowing rate of silicon over the interval: at fixed valence offset, the conduction offset rises if the oxide gap narrows more slowly than the silicon gap. The values of $s$ and $r$ used here are trials that show the sensitivity; they are not measurements.

## A gate stack with numbers

Take an oxide gap of 5.8 eV and a valence offset of 3.3 eV, rough values in the regime of hafnium dioxide on silicon. At 300 K,

$$\Delta_c=5.8-1.12452-3.3=1.37548\ \text{eV},$$

and at 400 K it is 1.40305 eV. The rise is 2% of the offset. The absolute offsets are no better known than the rough inputs, but those inputs cancel from the shift when they are held fixed.

Let the film be 4 nm thick and carry a field $F=1$ MV/cm, so that 0.40 V falls across it. This field is one fifth of a rough breakdown field of 5 MV/cm. Electrons are drawn from an inversion layer in the silicon towards the gate.

### The barrier maximum

A fast electron polarises the oxide only through its optical permittivity, which is smaller than the permittivity of silicon, so the electron is attracted by its image in the silicon. The image in the gate is left out here; a metal gate on this 4 nm film would add about 12 meV to the lowering found below. With $\epsilon_s=11.7$ for silicon and an optical permittivity $\epsilon_\infty=4$ for the oxide, the barrier profile is

$$W(x)=\Delta_c-\frac{C}{x}-eFx,\qquad C=\frac{\epsilon_s-\epsilon_\infty}{\epsilon_s+\epsilon_\infty}\,\frac{e^2}{16\pi\epsilon_0\epsilon_\infty}.$$

Setting $W'(x)=C/x^2-eF=0$ gives $x=\sqrt{C/(eF)}$. The two lowering terms are equal there, and their sum is $2\sqrt{CeF}=133$ meV. This is almost five times the thermal shift. It contains no temperature, however, so it cancels from the shift if the field and the permittivities are held fixed.

### The starting level

Electrons in the inversion layer do not start at the silicon conduction edge at the interface, but at a confined level above it. Continuity of displacement, with no interface charge and a static oxide permittivity of 20, gives a silicon surface field

$$F_s=\frac{20}{11.7}\times1.0=1.71\ \text{MV/cm}.$$

For a hard wall at the interface and a potential energy $eF_sz$ in the silicon, the wave equation is

$$-\frac{\hbar^2}{2m_n}\psi''+eF_sz\,\psi=E\psi .$$

Define the length $\ell=[\hbar^2/(2m_neF_s)]^{1/3}$ and the variable $\xi=z/\ell-E/(eF_s\ell)$. The equation becomes $d^2\psi/d\xi^2=\xi\psi$, whose decaying solution is the Airy function ${\rm Ai}(\xi)$. It must vanish at $z=0$, and its first zero is at $\xi=-2.338$. Therefore

$$E_1=2.338\,eF_s\ell=249\ \text{meV}$$

for a normal mass $m_n$ of 0.92 electron masses. This is an upper estimate within the hard-wall model: the electrons screen the field deeper in the silicon, so the true potential lies below the straight line. In this fixed triangular well the level also cancels from the thermal shift; in a screened well it moves by about 2 meV between 300 and 400 K, because the electron distribution changes.

The filling of the level does depend on temperature. If the whole surface field ends on inversion electrons, their density is $n=\epsilon_s\epsilon_0F_s/e=1.11\times10^{13}$ cm$^{-2}$. Put them all in the lowest subband, with two valleys and an in-plane mass $m_p$ of 0.19 electron masses. Including spin, the density of states is the constant $D=2m_p/(\pi\hbar^2)$. Integrating the Fermi function over energy gives

$$n=Dk_BT\ln\!\left(1+e^{\mu/k_BT}\right),\qquad \mu=k_BT\ln\!\left(e^{n/(Dk_BT)}-1\right),$$

where $\mu$ is the Fermi level measured from the subband bottom. It is 67.8 meV at 300 K and 64.7 meV at 400 K. In this one-subband model the gas is degenerate, and at fixed density the Fermi level sinks by about 3 meV. That adds 3 meV to the rise of the barrier measured from the Fermi level.

The model understates this addition. Screening flattens the well and brings higher subbands within thermal reach, including those of the other four valleys. With these subbands included and the potential made self-consistent, the addition is about 12 meV.

### What the shift does to leakage

Consider first electrons that pass over the barrier. For a one-dimensional Boltzmann flux starting at the conduction edge, the fraction with energy above $\Delta_c$ is $e^{-\Delta_c/k_BT}$. At 400 K, where $k_BT=34.47$ meV, the shift alone multiplies this fraction by

$$e^{-27.57/34.47}=0.449 .$$

This compares two barriers at one electron temperature. It does not mean that heating reduces the over-barrier flux. From 300 to 400 K the exponent $\Delta_c/k_BT$ drops from $1375.48/25.85=53.2$ to $1403.05/34.47=40.7$, so the fraction grows by a large factor even though the barrier is higher.

Electrons can also tunnel through the film. In the WKB approximation, an electron that sees a barrier of initial height $h$ is transmitted with probability $e^{-G}$. For $h$ larger than $eFt$, with film thickness $t$ and tunnelling mass $m$,

$$G=\frac{2\sqrt{2m}}{\hbar}\int_0^t\sqrt{h-eFx}\,dx=\frac{4\sqrt{2m}}{3\hbar eF}\left[h^{3/2}-(h-eFt)^{3/2}\right].$$

If $h$ is smaller than $eFt$, the electron leaves the barrier inside the film and the second term is absent. For a mass of 0.2 electron masses and an electron at the conduction edge at 400 K, $h=1.40305$ eV and $G=20.08$.

Averaging over the same Boltzmann flux gives a transmitted fraction under the barrier of

$$\int_0^{\Delta_c}e^{-G(\Delta_c-E)}\,e^{-E/k_BT}\,\frac{dE}{k_BT}=2.70\times10^{-9}.$$

The fraction over the barrier is $2.10\times10^{-18}$. In this model tunnelling carries nearly all the flux, so 0.449 is the wrong factor for judging the effect of the shift on leakage. In WKB the under-barrier flux changes by a factor 0.788, a reduction of about 21% at fixed electron temperature. For this film at 400 K, the tunnelling exponent responds less strongly to the offset than the Boltzmann exponent does.

WKB leaves out a prefactor. It depends strongly on the electron energy (with the oxide mass used throughout, about 0.2 at 1 meV above the conduction edge and about 2 at 0.1 eV) but only weakly on the barrier height, so it largely cancels from the ratio. Direct integration of the wave equation for an electron 0.1 eV above the conduction edge, with the oxide mass used throughout, gives a factor 0.774 from the shift. WKB gives 0.784 at the same energy, about 1% higher. Averaged over the Boltzmann flux, direct integration gives 0.775 where WKB gives 0.788, so the reduction is about 22% rather than 21%. The comparison supports the use of WKB for this ratio within the simple barrier model. It does not establish the absolute leakage, because the model omits confinement, image lowering, degeneracy of the flux and traps. These omissions can change the ratio as well: it depends on the energy at which the electrons start.

### Beside a real device

The assumed gap, offset and mass are rough values for hafnium dioxide, and 4 nm is thicker than the roughly 2 nm of such oxide in scaled logic transistors. Real stacks usually also contain a thin silicon-oxide-like layer next to the silicon, so the first barrier an electron meets is not the single offset used here. For the thermal shift, the fixed oxide gap is a doubtful assumption, since the gaps of real oxides also vary with temperature. The trial rate of 0.5 meV/K moves the answer by 50 meV, from a rise of 28 meV to a fall of 22 meV. The 28 meV is thus the silicon contribution at fixed valence offset; a prediction for a particular stack also needs the temperature dependence of its oxide gap and valence offset.

## Table of computed values

```
Varshni E0: 1.17 eV
Varshni a: 0.000473 eV/K
Varshni b: 636 K
Temperatures: 300 and 400 K
Oxide gap (rough): 5.8 eV
Valence offset (rough): 3.3 eV
Silicon gap at 300 K: 1.12452 eV
Silicon gap at 400 K: 1.09695 eV
Conduction offset at 300 K: 1.37548 eV
Conduction offset at 400 K: 1.40305 eV
Bracket in factored formula: 0.58286
Rise of conduction offset: 27.57 meV
Rise, rounded: 28 meV
Narrowing rate at 300 K: 0.2546 meV/K
Narrowing rate at 400 K: 0.2947 meV/K
Line estimate, 300 K slope: 25.46 meV
Line estimate, 400 K slope: 29.47 meV
Trial valence-edge share s: 0.5
Shift with that share: 13.78 meV
Trial oxide narrowing r: 0.5 meV/K
Shift with that narrowing: -22.43 meV
Oxide rate for zero shift: 0.2757 meV/K
Oxide thickness: 4.0 nm
Oxide field: 1.0 MV/cm
Rough breakdown field: 5.0 MV/cm
Voltage across oxide: 0.40 V
Silicon permittivity: 11.7
Oxide static permittivity: 20.0
Oxide optical permittivity: 4.0
Image-force lowering: 133 meV
Silicon surface field: 1.71 MV/cm
Normal mass: 0.92 electron masses
Confinement, upper estimate: 249 meV
In-plane mass: 0.19 electron masses
Valleys in lowest subband: 2
Sheet density: 1.11e+13 cm^-2
Fermi level above subband, 300 K: 67.8 meV
Fermi level above subband, 400 K: 64.7 meV
Thermal energy at 300 K: 25.85 meV
Thermal energy at 400 K: 34.47 meV
Tunnelling mass: 0.2 electron masses
WKB exponent, band edge, 400 K: 20.08
Flux fraction under barrier, 400 K: 2.70e-09
Flux fraction over barrier, 400 K: 2.10e-18
Under-barrier factor from shift: 0.788
Over-barrier factor from shift: 0.449
Energy in wave-equation check: 0.1 eV
Wave-equation factor from shift: 0.774
WKB factor at same energy: 0.784
```
